# Final-State Charging Shift of Core Levels in an Isolated Metal Sphere: a numerical check

```python
"""
Result under test: a core-ionized, isolated metal sphere of radius R has the
final-state charging shift  Delta = e^2 / (8 pi eps0 R)  (e^2/2R in Gaussian
units), wherever the core hole sits, and Delta > 0.1 eV below a radius Rc.

Symbols: R sphere radius, a cavity radius around the ion core, s distance of
the cavity centre from the sphere centre, d distance of the core charge from
the cavity centre, lam Thomas-Fermi screening length. Lengths are in nm,
energies in eV; COULOMB = e^2/(4 pi eps0) in eV nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.special import eval_legendre

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def charging_shift(R):
    """Derived formula, eV."""
    return COULOMB / (2 * R)


def field_energy(R):
    """Energy of the electric field outside a sphere with charge e, eV."""
    R_m = R * 1e-9

    def density(t):
        r = R_m * t
        field = const.e / (4 * np.pi * const.epsilon_0 * r**2)
        return (0.5 * const.epsilon_0 * field**2
                * 4 * np.pi * r**2 * R_m / const.e)

    return quad(density, 1, np.inf, epsabs=0, epsrel=1e-10)[0]


def relaxation_energy(R, a, s, d, isolated):
    """Solve for the surface charges of a conducting sphere with a cavity.

    The potential in the metal must be one constant. An isolated sphere has
    zero total induced charge; otherwise its potential is held at zero.
    Returns the energy (eV) and the largest nonuniform outer multipole.
    """
    n_l = 25
    l = np.arange(n_l)
    mu = np.polynomial.legendre.leggauss(60)[0]
    sine = np.sqrt(1 - mu**2)
    x = np.concatenate([R * sine, a * sine])
    z = np.concatenate([R * mu, s + a * mu])
    r = np.hypot(x, z)[:, None]
    rho = np.hypot(x, z - s)[:, None]
    outer = eval_legendre(l, z[:, None] / r) * (r / R)**l
    wall = eval_legendre(l, (z[:, None] - s) / rho) * (a / rho)**(l + 1)
    rows = np.hstack([outer, wall, -np.ones((len(x), 1))])
    condition = np.zeros(2 * n_l + 1)
    if isolated:
        condition[0], condition[n_l] = R, a
    else:
        condition[-1] = 1.0
    matrix = np.vstack([rows, condition])
    rhs = np.append(-1 / np.hypot(x, z - s - d), 0.0)
    coef = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    assert np.max(np.abs(matrix @ coef - rhs)) < 1e-9
    c_out, c_wall = coef[:n_l], coef[n_l:2 * n_l]
    induced = c_out @ ((s + d) / R)**l + c_wall @ (d / a)**l
    return 0.5 * COULOMB * induced, np.max(np.abs(c_out[1:]))


def screened_shift(R, lam):
    """Shift for a central core hole from a numerical Thomas-Fermi solution.

    w = r*u in units of the core charge, r in units of lam; the third
    function accumulates the induced charge, which must total zero.
    """
    x_end = R / lam
    grid = np.linspace(0, x_end, 500)
    guess = np.vstack([np.exp(-grid), -np.exp(-grid), np.zeros_like(grid)])
    sol = solve_bvp(lambda r, y: np.vstack([y[1], y[0], y[0] * r]),
                    lambda y0, y1: np.array([y0[0] - 1, y0[2], y1[2]]),
                    grid, guess, tol=1e-8, max_nodes=50000)
    assert sol.success
    constant_part = (1 - sol.y[0, -1]) / x_end
    bulk_slope = -1.0
    induced_change = constant_part + sol.y[1, 0] - bulk_slope
    return 0.5 * COULOMB / lam * induced_change


print(f"e^2/(4 pi eps0) = {COULOMB:.5f} eV nm")

# Core hole at several places: isolated sphere against zero-potential sphere
R_test, a_test, d_test = 5.0, 0.5, 0.15
local_formula = -COULOMB * a_test / (2 * (a_test**2 - d_test**2))
print(f"Cavity test: R = {R_test} nm, a = {a_test} nm, d = {d_test} nm")
print(f"  local energy from formula = {local_formula:.5f} eV")
for s_test in (0.0, 2.0, 4.0):
    e_iso, nonuniform = relaxation_energy(R_test, a_test, s_test, d_test, True)
    e_zero, _ = relaxation_energy(R_test, a_test, s_test, d_test, False)
    assert abs(e_zero - local_formula) < 1e-7
    assert abs(e_iso - e_zero - charging_shift(R_test)) < 1e-7
    assert nonuniform < 1e-7
    print(f"  s = {s_test:.1f} nm: isolated {e_iso:.5f} eV, "
          f"zero potential {e_zero:.5f} eV, shift {e_iso - e_zero:.5f} eV")

# Threshold radius from the field energy, compared with the formula
threshold = 0.1
R_c = brentq(lambda R: field_energy(R) - threshold, 0.5, 100, xtol=1e-11)
assert abs(R_c - COULOMB / (2 * threshold)) < 1e-7
atom_density = 60.0
n_atoms = atom_density * 4 * np.pi / 3 * R_c**3
capacitance = 4 * np.pi * const.epsilon_0 * R_c * 1e-9
print(f"Threshold shift = {threshold} eV")
print(f"Threshold radius Rc = {R_c:.3f} nm")
print(f"Threshold radius Rc = {10 * R_c:.2f} angstrom")
print(f"Threshold diameter = {2 * R_c:.2f} nm")
print(f"Capacitance at Rc = {capacitance:.3e} F")
print(f"Chosen atomic density = {atom_density:.0f} per nm^3")
print(f"Atoms in the threshold sphere = {n_atoms:.2e}")

print("Charging shift from field energy:")
for R in (1.0, 2.0, 5.0, 10.0, 20.0):
    energy = field_energy(R)
    assert abs(energy - charging_shift(R)) < 1e-8
    assert (energy > threshold) == (R < R_c)
    print(f"  R = {R:4.1f} nm: {energy:.4f} eV")

# Finite screening length: numerical solution against e^2/(8 pi eps0 (R-lam))
lam = 0.05
print(f"Chosen screening length lam = {lam} nm")
for R in (0.75, 1.0, 1.25):
    numerical = screened_shift(R, lam)
    assert abs(numerical / charging_shift(R - lam) - 1) < 1e-5
    if R == 1.0:
        print(f"  R = {R} nm: sharp surface charge {charging_shift(R):.4f} eV")
        print(f"  R = {R} nm: with screening length {numerical:.4f} eV")
        print(f"  relative change = "
              f"{100 * (numerical / charging_shift(R) - 1):.2f} percent")
R_c_screened = brentq(lambda R: charging_shift(R - lam) - threshold, 1, 100)
print(f"Threshold radius with screening length = {R_c_screened:.3f} nm")

print("all good")
```

It prints:

```
e^2/(4 pi eps0) = 1.43996 eV nm
Cavity test: R = 5.0 nm, a = 0.5 nm, d = 0.15 nm
  local energy from formula = -1.58238 eV
  s = 0.0 nm: isolated -1.43838 eV, zero potential -1.58238 eV, shift 0.14400 eV
  s = 2.0 nm: isolated -1.43838 eV, zero potential -1.58238 eV, shift 0.14400 eV
  s = 4.0 nm: isolated -1.43838 eV, zero potential -1.58238 eV, shift 0.14400 eV
Threshold shift = 0.1 eV
Threshold radius Rc = 7.200 nm
Threshold radius Rc = 72.00 angstrom
Threshold diameter = 14.40 nm
Capacitance at Rc = 8.011e-19 F
Chosen atomic density = 60 per nm^3
Atoms in the threshold sphere = 9.38e+04
Charging shift from field energy:
  R =  1.0 nm: 0.7200 eV
  R =  2.0 nm: 0.3600 eV
  R =  5.0 nm: 0.1440 eV
  R = 10.0 nm: 0.0720 eV
  R = 20.0 nm: 0.0360 eV
Chosen screening length lam = 0.05 nm
  R = 1.0 nm: sharp surface charge 0.7200 eV
  R = 1.0 nm: with screening length 0.7579 eV
  relative change = 5.26 percent
Threshold radius with screening length = 7.250 nm
all good
```
